# Axial wall tension of the square-lattice Ising model at kT = 2J

## Problem

Two-valued polarizations $s=\pm1$ sit on a square lattice. Their energy is

$$E=-J\sum_{\langle ij\rangle}s_is_j,\qquad J>0,$$

with each nearest-neighbour bond counted once and no applied field. A domain wall runs, on average, along a lattice axis. What is its tension, per lattice spacing of wall length, at thermal energy $kT=2J$?

"Per lattice spacing" is also "per bond" in this sense: a straight wall along an axis cuts one bond per spacing. The length meant is the mean, straight length of the wall, not the length of its wandering contour.

## A tempting solution

Reversing one side of a bond changes its energy from $-J$ to $+J$, a cost of $2J$. A straight wall cuts one bond per spacing. Thermal motion can put steps into the wall, but each step cuts further bonds and costs more energy, so the straight wall is the cheapest. The lattice is still ordered at $kT=2J$, so the wall exists, and its tension is $2J$.

## Where it fails

The energy count is right, but tension is a free energy. It is the reversible work needed to lengthen the wall, and it includes the number of shapes the wall can take.

That number matters here. A sideways step of one spacing cuts one extra bond and has relative weight $e^{-2J/kT}=e^{-1}\approx0.37$. It can go either way, so unit steps together have weight $0.74$ against $1$ for no step. The straight wall is the cheapest single shape, but every row offers this choice again, so in a long wall nearly all the statistical weight belongs to shapes with steps. The argument holds for $kT\ll J$ and was used at $kT=2J$.

Counting steps does not settle the matter either, because a real wall can fold back on itself and the domains beside it contain reversed islands. The full partition function is needed.

## Right solution

**Definition.** Let $K=J/kT$. Take a ring of $M$ columns, $M$ even, and $N$ rows, closed periodically along the wall. Now reverse the sign of the bond joining column $M$ to column $1$ in every row. In the ordered phase this forces a wall running along the columns. Comparing the partition functions with and without the reversal removes the free energy of the bulk:

$$\sigma=-kT\lim_{M\to\infty}\lim_{N\to\infty}\frac1N\ln\frac{Z_{\rm anti}}{Z_{\rm per}} .$$

At zero temperature the ratio is dominated by $e^{-2KN}$, which gives $\sigma=2J$ as it should.

**Transfer matrix.** Both partition functions have the form $Z={\rm Tr}\,V^N$, where $V=B^{1/2}AB^{1/2}$ acts on the $2^M$ states of a row. Bonds within a row give the diagonal factor

$$B=\exp\Big(K\sum_{j=1}^{M}\sigma^z_j\sigma^z_{j+1}\Big),\qquad \sigma^z_{M+1}=s\,\sigma^z_1,$$

with $s=+1$ for the periodic and $s=-1$ for the antiperiodic ring. A bond between rows gives, at each site, the matrix

$$\begin{pmatrix}e^{K}&e^{-K}\\e^{-K}&e^{K}\end{pmatrix}=e^K+e^{-K}\sigma^x=C\,e^{K^*\sigma^x}.$$

Since $e^{K^*\sigma^x}=\cosh K^*+\sigma^x\sinh K^*$, this requires $C\cosh K^*=e^K$ and $C\sinh K^*=e^{-K}$. Dividing, and subtracting squares,

$$\tanh K^*=e^{-2K},\qquad C^2=e^{2K}-e^{-2K}=2\sinh2K .$$

Thus $A=C^M\exp(K^*\sum_j\sigma^x_j)$. For later use,

$$e^{-2K^*}=\frac{1-\tanh K^*}{1+\tanh K^*}=\frac{1-e^{-2K}}{1+e^{-2K}}=\tanh K. \tag{1}$$

For large $N$ the largest eigenvalue $\Lambda$ dominates each trace, so

$$\frac{\sigma}{kT}=\lim_{M\to\infty}\ln\frac{\Lambda_{\rm per}}{\Lambda_{\rm anti}} .$$

**Parity of the leading state.** Every entry of $V$ is positive for either sign $s$. By the Perron–Frobenius theorem the largest eigenvalue is nondegenerate and its eigenvector can be taken with all components positive. The operator $P=\prod_j\sigma^x_j$ flips all spins and commutes with $V$, so this vector is an eigenvector of $P$. Flipping spins permutes the components and leaves them positive, hence $P=+1$. Only this sector is needed.

**Fermions.** Introduce fermion operators $c_j$ with $n_j=c_j^\dagger c_j$ by

$$\sigma^x_j=1-2n_j,\qquad \sigma^z_j=\Big[\prod_{l<j}(1-2n_l)\Big](c_j+c_j^\dagger).$$

The string of signs makes $\sigma^z$ operators on different sites commute. For neighbours $j<M$ the common part of the strings squares to one, leaving

$$\sigma^z_j\sigma^z_{j+1}=(c_j+c_j^\dagger)(1-2n_j)(c_{j+1}+c_{j+1}^\dagger)=(c_j^\dagger-c_j)(c_{j+1}^\dagger+c_{j+1}),$$

because $c_jn_j=c_j$ and $c_j^\dagger n_j=0$.

For the closing bond the string is $\prod_{l<M}(1-2n_l)=P(1-2n_M)$. With $(1-2n_M)c_M=c_M$ and $(1-2n_M)c_M^\dagger=-c_M^\dagger$,

$$s\,\sigma^z_M\sigma^z_1=-sP\,(c_M^\dagger-c_M)(c_1^\dagger+c_1).$$

This has the same form as the other bonds if $c_{M+1}=-sP\,c_1$. At $P=+1$ the boundary conditions are therefore interchanged:

- periodic spins: $e^{iqM}=-1$, so $q$ is an odd multiple of $\pi/M$ ("half" set);
- antiperiodic spins: $e^{iqM}=+1$, so $q$ is an even multiple of $\pi/M$ ("int" set), which includes $0$ and $\pi$.

**Pairs of momenta.** Put $c_j=e^{i\pi/4}M^{-1/2}\sum_qe^{iqj}c_q$. Expanding the bond operator gives

$$c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j+c_j^\dagger c_{j+1}^\dagger+c_{j+1}c_j .$$

Summed over $j$, the first two terms become $\sum_q2\cos q\,n_q$. The third becomes $-i\sum_qe^{iq}c_q^\dagger c_{-q}^\dagger$. Its $q$ and $-q$ terms combine, by anticommutation, to $-i(e^{iq}-e^{-iq})c_q^\dagger c_{-q}^\dagger=2\sin q\,c_q^\dagger c_{-q}^\dagger$. The fourth term is the Hermitian conjugate. So $V$ factorizes into independent pairs $(q,-q)$ with $0<q<\pi$, plus the single modes $0$ and $\pi$ where present.

For one pair the exponents of $B$ and of $A/C^M$ are

$$2K\big[\cos q\,(n_q+n_{-q})+\sin q\,(c_q^\dagger c_{-q}^\dagger+{\rm h.c.})\big],\qquad 2K^*(1-n_q-n_{-q}).$$

If just one of the two modes is filled, the exponents are $2K\cos q$ and $0$. If both are empty or both filled, Pauli matrices $\tau$ in the basis (empty, filled) turn them into

$$2K\cos q+2K(\sin q\,\tau_x-\cos q\,\tau_z),\qquad 2K^*\tau_z .$$

Apart from the factor $e^{2K\cos q}$, the second case is a positive $2\times2$ matrix of determinant one, with eigenvalues $e^{\pm\gamma(q)}$. Half its trace is

$$\cosh\gamma(q)=\cosh2K\cosh2K^*-\sinh2K\sinh2K^*\cos q. \tag{2}$$

The pair thus contributes $e^{\gamma},1,1,e^{-\gamma}$, times $e^{2K\cos q}$. For even $M$ both momentum sets are symmetric under $q\to\pi-q$, so the product of these last factors over $0<q<\pi$ is one.

At the ends of the range, (2) gives $\cosh\gamma(0)=\cosh(2K-2K^*)$ and $\gamma(\pi)=2K+2K^*$. In the ordered phase $K>K^*$, so $\gamma(0)=2K-2K^*$.

**Periodic ring.** All momenta are paired. Taking $e^{\gamma}$ from every pair gives an even fermion number, as $P=+1$ demands. Hence

$$\ln\Lambda_{\rm per}=M\ln C+\tfrac12\sum_{\rm half}\gamma(q),$$

where the sum runs over all $M$ momenta and the factor $\tfrac12$ corrects for counting each pair twice.

**Antiperiodic ring.** The mode $q=0$ has weight $e^{K^*}$ when empty and $e^{2K-K^*}$ when filled. The mode $q=\pi$ has $e^{K^*}$ and $e^{-2K-K^*}$. Filling $q=0$ would be favourable, but the total number must be even. Relative to the product of all $e^{\gamma}$, the candidates are:

- both modes empty: $e^{2K^*}$;
- both filled: $e^{-2K^*}$;
- $q=0$ filled and one pair singly filled: $e^{2K-\gamma(q)}$;
- $q=\pi$ filled and one pair singly filled: $e^{-2K-\gamma(q)}$.

Since $\gamma(q)>\gamma(0)=2K-2K^*$ for $q>0$, the third is smaller than the first. Both modes stay empty, and

$$\ln\Lambda_{\rm anti}=M\ln C+2K^*+\sum_{0<q<\pi}\gamma(q).$$

Half the sum over the whole int set also contains $\tfrac12[\gamma(0)+\gamma(\pi)]=2K$. Therefore

$$\ln\Lambda_{\rm anti}=M\ln C+\tfrac12\sum_{\rm int}\gamma(q)-2K+2K^* .$$

**Wide ring.** Subtracting,

$$\ln\frac{\Lambda_{\rm per}}{\Lambda_{\rm anti}}=2(K-K^*)+D_M,\qquad D_M=\tfrac12\Big[\sum_{\rm half}\gamma-\sum_{\rm int}\gamma\Big]. \tag{3}$$

Write $\gamma(q)=\sum_ng_ne^{inq}$. Summing over the int set keeps $n=pM$ with integer $p$ and gives $M\sum_pg_{pM}$. The half set gives the same with a factor $(-1)^p$. So $D_M=-M\sum_{p\ {\rm odd}}g_{pM}$. Away from the critical point $\gamma$ is analytic in a strip around the real $q$ axis, its Fourier coefficients fall exponentially, and $D_M\to0$. With (1),

$$\boxed{\sigma=2kT(K-K^*)=2J+kT\ln\tanh\frac{J}{kT}}\qquad(T<T_c). \tag{4}$$

This is Onsager's axial wall tension.

**Range of validity.** The tension vanishes where $K=K^*$. From (1), $\sinh2K^*=\tfrac12(\coth K-\tanh K)=1/\sinh2K$, so this point has $\sinh2K=1$, or $e^{2K}=1+\sqrt2$:

$$kT_c=\frac{2J}{\ln(1+\sqrt2)}=2.269J .$$

The value $kT=2J$ lies below it. Above $T_c$, (4) would be negative and does not apply. There $\gamma(0)=2K^*-2K$, so $\tfrac12[\gamma(0)+\gamma(\pi)]=2K^*$. This cancels the $2K^*$ of the empty modes, which still have the largest weight. The logarithm in (3) is then $D_M$ alone, and $\sigma=0$.

**The number.** At $kT=2J$, $K=0.5$ and $\tanh K=0.462117$, whose logarithm is $-0.771937$. Hence

$$\sigma=2J+2J(-0.771937)=0.456J\ \text{per lattice spacing}.$$

The tempting answer is too large by a factor of about 4.4.

Direct diagonalization of the transfer matrix, built from the Boltzmann weights without fermions, gives $0.558J$, $0.485J$ and $0.465J$ for $M=6$, $10$ and $14$. These agree with (3), whose value at $M=200$ is $0.456126J$. At $kT=J$ the approach is faster: diagonalization at $M=12$ and formula (4) both give $1.727659J$. On the disordered side, at $kT=3J$, the computed $\sigma/kT$ falls from $0.0159$ at $M=6$ to $0.0006$ at $M=12$, as expected for a vanishing tension.

## Where the missing tension goes

The wall's energy follows from its free energy by differentiating $\sigma/kT$ with respect to $1/kT$ at fixed $J$. As $d\ln\tanh K/dK=2/\sinh2K$,

$$u=J\frac{d}{dK}\big(2K+\ln\tanh K\big)=2J\Big(1+\frac1{\sinh2K}\Big).$$

At $kT=2J$ this is $3.70J$ per spacing, well above $2J$. The tempting solution was right that thermal motion raises the energy. But the entropy term is $u-\sigma=3.25J$, and it more than cancels the rise.

A simple picture reproduces the same tension. Let the wall have no overhangs, let the domains contain no islands, and let the wall shift sideways by any integer $n$ between rows at cost $2J|n|$. The sum over shifts in one row is

$$\sum_{n=-\infty}^{\infty}e^{-2K|n|}=1+\frac{2e^{-2K}}{1-e^{-2K}}=\frac{1+e^{-2K}}{1-e^{-2K}}=\coth K .$$

With the factor $e^{-2K}$ for the bond cut in each row, the tension is $2J-kT\ln\coth K$, identical to (4). The mean shift in this picture is

$$\langle|n|\rangle=-\frac12\frac{d\ln\coth K}{dK}=\frac1{\sinh2K}=0.85$$

spacings per row at $kT=2J$, so the wall is far from straight. The agreement is a property of the axial tension only. The picture understates the wandering: its mean-square shift per row at $kT=2J$ is $1.84$, while a long wall in the full model spreads by $1/\sinh(\sigma/kT)=4.35$ per row. It also gives the wrong tension for tilted walls. It does not show that overhangs and islands are absent from the full model, and the picture could not have replaced the derivation.

**Low temperature.** For $kT\ll J$, $\ln\tanh K\approx-2e^{-2K}$ and

$$\sigma\approx2J-2kT\,e^{-2J/kT}.$$

The correction comes from single steps, up or down. This is the regime where $2J$ is a good answer.

**Near the critical point.** Differentiating (4) gives $d\sigma/d(kT)=\ln\tanh K-2K/\sinh2K$. At $T_c$, $\ln\tanh K_c=-2K_c$ and $\sinh2K_c=1$, so the slope is $-4K_c=-1.76$. The tension goes to zero linearly, and $kT=2J$ is already well down this descent.

**Unequal couplings.** Let the wall cut bonds $J_\perp$, while bonds parallel to it are $J_\parallel$. Then $K$ in $B$ becomes $J_\perp/kT$, and $K^*$ is set by $J_\parallel/kT$. The same steps give

$$\sigma=2J_\perp+kT\ln\tanh\frac{J_\parallel}{kT}$$

as long as the lattice is ordered. Sideways steps cut the parallel bonds, so stiffening these suppresses wandering. With $J_\perp=J$ and $kT=2J$ held fixed, doubling $J_\parallel$ raises the tension from $0.456J$ to $1.455J$.

## What this means for a hafnia layer

Consider a polar layer one cell thick, with rough hafnia-like values: cell size $0.5$ nm, polarization $20\ \mu$C/cm² normal to the layer, relative permittivity $30$. Choose $J=12.93$ meV, so that $kT=2J$ at 300 K. This $J$ is a choice, not a property of hafnia, and one cell is far thinner than the films of several nanometres usual in memory capacitors. The zero-temperature tension is $2\times12.93/0.5=51.7$ meV/nm. At 300 K it is $0.456\times12.93/0.5=11.8$ meV/nm, or $3.8$ mJ/m² of wall area instead of $16.6$ mJ/m².

One assumption at risk is that forces reach only nearest neighbours. Parallel dipoles side by side in the layer repel. Treated as point dipoles in a medium of the stated permittivity, and not screened by electrodes, they have an energy of about $9$ meV at one spacing $a$, falling as $(a/r)^3$. A pair that straddles the wall is antiparallel and saves twice its energy. There are $m$ such pairs per row for column separation $m$ and each row offset. Summed out to 20 cells, with the nearest neighbours left out because $J$ contains them, the saving is about $100$ meV per cell of straight wall. This is a lower bound within the dipole model: every term is positive, and pairs at distance $r$ add an amount proportional to $1/r$, so the sum keeps growing as the logarithm of the cutoff. The bond cost is $2J=26$ meV. With permittivity $30$ on both sides of the layer as well as inside it, unscreened dipoles would therefore make even a straight wall favourable. The surroundings matter. For so thin a layer the long-range coupling scales as $\varepsilon_{\rm out}/\varepsilon_{\rm layer}^2$. For a uniformly polarized slab with stripe domains 20 to 200 cells wide, the saving is about $30$ to $45$ meV between silica-like media ($\varepsilon_{\rm out}=3.9$) and about $20$ meV in vacuum. The vacuum value is below $2J$ but still well above the tension $0.456J\approx6$ meV. So the result needs electrodes that screen the dipoles at very short range. With spacers of permittivity $30$, the saving is still about $16$ meV for ideal metal one cell away from each face and about $3$ meV at $0.3$ cell.

Other conditions matter too:

- **Temperature.** With $J$ held fixed, the layer's critical temperature is 340 K. At 85 °C, $kT/J=2.39$ exceeds $2.269$, and the tension is zero.
- **Field.** At 1 MV/cm, reversing one cell changes its energy by $31$ meV, more than $2J$. One domain is then strongly favoured, and the zero-field tension does not by itself describe the wall.
- **Thickness.** If a 10 nm film consisted of 20-cell columns that switch rigidly, the coupling between columns would be $20J$ and $kT$ only $0.1$ of it. The fractional drop of the tension from its zero-temperature value would be about $2\times10^{-10}$. Rigidity forbids the wall to bend through the thickness, so this figure belongs to the rigid-column model, not to real films.

The large reduction found here thus belongs to a layer not far below its critical temperature, with a coupling per column of only half $kT$. At a coupling equal to $kT$, the tension is just 14% below $2J$. For thick, rigid columns, $2J$ per bond, with $J$ now the coupling between columns, is the better answer within this model. It still assumes screened dipoles and one nearest-neighbour coupling equal in both directions, and neither is guaranteed in a real hafnia film.

## Computed results

```
thermal energy kT: 2.000 J
K = J/kT: 0.500
tanh K: 0.462117
ln tanh K: -0.771937
dual coupling K*: 0.385968
sigma/kT: 0.228063
wall tension sigma: 0.456126 J per lattice spacing
sigma over its zero-temperature value 2J: 0.2281
critical thermal energy: 2.269185 J
diagonalized ring, M = 6: tension 0.557595 J
diagonalized ring, M = 10: tension 0.484857 J
diagonalized ring, M = 14: tension 0.465494 J
mode sums, M = 200: tension 0.456126 J
diagonalized M = 12 at kT = J: tension 1.727659 J
closed formula at kT = J: tension 1.727659 J
diagonalized sigma/kT at kT = 3J, M = 6: 0.01591
diagonalized sigma/kT at kT = 3J, M = 12: 0.00063
step sum coth K: 2.163953
mean step height, no-overhang wall: 0.8509 spacings
wall energy at kT = 2J: 3.7018 J per spacing
T times wall entropy at kT = 2J: 3.2457 J per spacing
layer temperature: 300 K
layer cell size and thickness: 0.50 nm
layer polarization (rough): 20 uC/cm2
layer relative permittivity (rough): 30
chosen J = kT/2: 12.93 meV
zero-temperature line tension: 51.70 meV/nm
line tension at 300 K: 11.79 meV/nm
zero-temperature wall energy per area: 16.57 mJ/m2
wall free energy per area at 300 K: 3.78 mJ/m2
critical temperature of the layer: 340.4 K
kT/J at 85 C (358.1 K), same J: 2.388
unscreened neighbour dipole energy: 9.35 meV
dipole sum cutoff: 20 cells
neglected dipole gain of straight wall: 103.9 meV per cell
cell reversal energy at 1.0 MV/cm: 31.2 meV
tension if J along wall is doubled: 1.4553 J
rigid-column film thickness: 10.0 nm
rigid-column film, kT over column coupling: 0.100
rigid-column film, 1 - sigma/sigma(T=0): 2.06e-10
```
